**Rate equations for nucleation with mobile dimers**

The program tests $N^5=5\eta(1+D_2/D_1)\theta F^2/(D_1D_2)$ and the wider crossover equation that contains it. Here $N$ is the density of immobile islands per site, $F$ the flux, $\theta$ the coverage, $D_1$ and $D_2$ the adatom and dimer diffusion coefficients, and $\eta$ a combination of capture numbers. It integrates the unreduced rate equations from a bare surface and asserts that the quasi-steady densities, the crossover densities and the local exponents agree with the derived formulas within stated tolerances. It also asserts the limiting exponents for slow dimers, for the one-fifth window and for fast dimers. The island capture formula is compared with a numerical solution of the screened radial equation, and the coalescence estimate with randomly placed discs. For rough parameters in the regime of Pt(111) at 300 K, the full integration gives $8.7\times10^{-5}$ islands per site, or $1.3\times10^{11}$ per cm$^2$; the one-fifth law lies 6 percent higher. Letting island capture vary with coverage raises the integrated density by 35 percent.

## Program and output

```python
"""Island density when stable dimers diffuse and trimers are immobile.

Result under test (complete condensation, no coalescence):
    N^5 = 5 eta (1 + D2/D1) theta F^2/(D1 D2),
    eta = s11 s12/(s1^3 s2),
valid when dimers reach islands before adatoms hit them.
The wider crossover result is N^5/5 + c N^3/3 = A theta, where
    A = eta (1 + D2/D1) F^2/(D1 D2),
    c = s12 (1 + D2/D1) F/(s1 s2 D2).

n1, n2, N : adatom, dimer and immobile-island densities per lattice site
F, theta  : flux in monolayers/s and deposited coverage in monolayers
D1, D2    : diffusion coefficients in site areas/s
R1, R2    : D1/F and D2/F
s11, s12, s22 : capture numbers for encounters of small clusters
s1, s2    : capture numbers of islands for adatoms and dimers
"""
import numpy as np
from scipy.constants import Boltzmann, elementary_charge
from scipy.integrate import odeint, solve_bvp
from scipy.optimize import brentq
from scipy.spatial import cKDTree
from scipy.special import k0, k1

COVERAGE = 0.05
SMALL_CAPTURE = 2.0
ISLAND_CAPTURE = 4.0

# Rows: adatoms, dimers, islands, atoms held in islands.
# Columns: deposition, 1+1, 1+2, 2+2, 1+island, 2+island.
STOICHIOMETRY = np.array([
    [1, -2, -1, 0, -1, 0],
    [0, 1, -1, -2, 0, -1],
    [0, 0, 1, 1, 0, 0],
    [0, 0, 3, 4, 1, 2]], dtype=float)


def constant_capture(theta):
    return ISLAND_CAPTURE


def integrate_densities(R1, R2, capture=constant_capture):
    """Integrate the unreduced rate equations from a bare surface."""
    small = SMALL_CAPTURE

    def derivative(theta, y):
        n1, n2, N, _ = y
        s = capture(theta)
        rates = np.array([
            1.0, small*R1*n1*n1, small*(R1+R2)*n1*n2,
            small*R2*n2*n2, s*R1*n1*N, s*R2*n2*N])
        return STOICHIOMETRY @ rates

    def jacobian(theta, y):
        n1, n2, N, _ = y
        s = capture(theta)
        rate_jacobian = np.array([
            [0, 0, 0, 0],
            [2*small*R1*n1, 0, 0, 0],
            [small*(R1+R2)*n2, small*(R1+R2)*n1, 0, 0],
            [0, 2*small*R2*n2, 0, 0],
            [s*R1*N, 0, s*R1*n1, 0],
            [0, s*R2*N, s*R2*n2, 0]])
        return STOICHIOMETRY @ rate_jacobian

    result = odeint(derivative, np.zeros(4), [0.0, COVERAGE],
                    Dfun=jacobian, tfirst=True, rtol=1e-8, atol=1e-24,
                    h0=1e-3/np.sqrt(R1), mxstep=100000)
    return result[-1]


def mobile_dimer_law(R1, R2):
    eta = SMALL_CAPTURE**2/ISLAND_CAPTURE**4
    return (5*eta*(1+R2/R1)*COVERAGE/(R1*R2))**0.2


def hit_coefficient(R1, R2):
    return SMALL_CAPTURE*(1+R2/R1)/(ISLAND_CAPTURE**2*R2)


def crossover_density(R1, R2):
    scale = mobile_dimer_law(R1, R2)
    b = 5*hit_coefficient(R1, R2)/(3*scale**2)
    return scale*brentq(lambda x: x**5+b*x**3-1, 0, 1)


def measured_exponents(R1, R2, capture=constant_capture):
    """Logarithmic slopes of N with respect to F, D1 and D2."""
    step = 1.2
    slopes = []
    for a, b in [(-1, -1), (1, 0), (0, 1)]:
        high = integrate_densities(R1*step**a, R2*step**b, capture)[2]
        low = integrate_densities(R1*step**-a, R2*step**-b, capture)[2]
        slopes.append(np.log(high/low)/(2*np.log(step)))
    return np.array(slopes)


def screened_capture(X):
    return 2*np.pi*X*k1(X)/k0(X)


def solve_island_capture(theta):
    return brentq(lambda s: s-screened_capture(np.sqrt(s*theta/np.pi)),
                  0.01, 50)


# Limiting exponents from direct integration, at very large D/F so that
# corrections of order n1/N and the crossover corrections are small.
regimes = [
    ("slow dimers", 1e-10, np.array([1/3, -1/3, 0])),
    ("window", 1e-2, np.array([2/5, -1/5, -1/5])),
    ("fast dimers", 1e2, np.array([2/5, -2/5, 0]))]
regime_results = []
for name, ratio, expected in regimes:
    found = measured_exponents(1e17, ratio*1e17)
    assert np.max(np.abs(found-expected)) < 0.01, (name, found)
    regime_results.append((name, ratio, found))

# Island capture from a numerical solution of the screened radial equation.
capture_now = solve_island_capture(COVERAGE)
X_now = np.sqrt(capture_now*COVERAGE/np.pi)
log_radius = np.linspace(0, np.log(12/X_now), 200)
guess = np.vstack([1-np.exp(-log_radius), np.exp(-log_radius)])
radial = solve_bvp(
    lambda s, y: np.vstack([y[1], X_now**2*np.exp(2*s)*(y[0]-1)]),
    lambda left, right: np.array([left[0], right[0]-1]),
    log_radius, guess, tol=1e-6, max_nodes=20000)
assert radial.success
capture_numeric = 2*np.pi*radial.sol(0)[1]
assert abs(capture_numeric/capture_now-1) < 1e-3

# Coverage-dependent island capture leaves the fixed-coverage scaling intact.
log_theta = np.linspace(np.log(1e-14), np.log(COVERAGE), 600)
capture_table = np.array([solve_island_capture(np.exp(q))
                          for q in log_theta])


def coverage_capture(theta):
    return np.interp(np.log(max(theta, 1e-14)), log_theta, capture_table)


integrand = SMALL_CAPTURE**2/capture_table**4*np.exp(log_theta)
eta_integral = np.sum((integrand[1:]+integrand[:-1])*np.diff(log_theta))/2
integral_law = (5*2*eta_integral/1e34)**0.2
integral_ode = integrate_densities(1e17, 1e17, coverage_capture)[2]
assert abs(integral_ode/integral_law-1) < 0.03
coverage_exponents = measured_exponents(1e17, 1e17, coverage_capture)
assert abs(coverage_exponents[0]-0.4) < 0.01

# Example: rough typical parameters in the regime of growth on Pt(111).
temperature = 300.0       # K
flux = 0.01               # monolayers/s
site_density = 1.5e15     # 1/cm2
diffusion_prefactor = 1e-3  # cm2/s
barriers = np.array([0.26, 0.37, 0.52])  # eV: adatom, dimer, trimer
dimer_binding = 0.5       # eV
desorption_barrier = 5.0  # eV


def thermal_energy(T):
    return Boltzmann*T/elementary_charge


def diffusion_cm2(T):
    return diffusion_prefactor*np.exp(-barriers/thermal_energy(T))


D_cm2 = diffusion_cm2(temperature)
D_site = D_cm2*site_density
R1, R2, R3 = D_site/flux
n1, n2, N, atoms_in_islands = integrate_densities(R1, R2)
assert abs((n1+2*n2+atoms_in_islands)/COVERAGE-1) < 1e-4
N_law = mobile_dimer_law(R1, R2)
N_cross = crossover_density(R1, R2)
epsilon = hit_coefficient(R1, R2)/N**2
n1_formula = 1/(ISLAND_CAPTURE*R1*N)
n2_formula = (SMALL_CAPTURE*R1*n1_formula**2
              / (ISLAND_CAPTURE*R2*N*(1+epsilon)))
assert abs(n1/n1_formula-1) < 0.03
assert abs(n2/n2_formula-1) < 0.03
# The dimer-dimer channel must be a small part of nucleation.
pair_channel = R2*n2/((R1+R2)*n1)
assert pair_channel < 0.02

# Crossover equation: neglected terms are of relative order n1/N.
sweep = []
for ratio in [1e-6, 1e-4, 1e-2, 1.0]:
    direct = integrate_densities(R1, ratio*R1)[2]
    predicted = crossover_density(R1, ratio*R1)
    assert abs(direct/predicted-1) < 0.05, (ratio, direct, predicted)
    sweep.append((ratio, direct, predicted))

local_found = measured_exponents(R1, R2)
local_formula = np.array([2/5+epsilon/3, -(1/5+epsilon/3), -1/5])/(1+epsilon)
assert np.max(np.abs(local_found-local_formula)) < 0.01

# Temperature slope from two direct integrations.
temperature_pair = np.array([295.0, 305.0])
density_pair = []
for T in temperature_pair:
    ratios = diffusion_cm2(T)*site_density/flux
    density_pair.append(integrate_densities(ratios[0], ratios[1])[2])
inverse_energy = 1/thermal_energy(temperature_pair)
slope = np.log(density_pair[0]/density_pair[1])/(
    inverse_energy[0]-inverse_energy[1])
slope_limit = (barriers[0]+barriers[1])/5
assert abs(slope/slope_limit-1) < 0.08

# Sizes of neglected processes, as rates relative to the competing process.
attempt_rate = 4*diffusion_prefactor*site_density
kT = thermal_energy(temperature)
trimer_ratio = ISLAND_CAPTURE*R3*N/(SMALL_CAPTURE*(R1+R3)*n1)
dissociation_rate = attempt_rate*np.exp(-(barriers[0]+dimer_binding)/kT)
dissociation_ratio = dissociation_rate/(ISLAND_CAPTURE*D_site[1]*N)
desorption_rate = attempt_rate*np.exp(-desorption_barrier/kT)
desorption_ratio = desorption_rate/(ISLAND_CAPTURE*D_site[0]*N)
assert max(trimer_ratio, dissociation_ratio, desorption_ratio) < 0.1

# Pairs of overlapping equal discs per disc, for uncorrelated positions.
count = 20000
points = np.random.default_rng(7).random((count, 2))
disc_radius = np.sqrt(COVERAGE/(np.pi*count))
overlaps = len(cKDTree(points, boxsize=1).query_pairs(2*disc_radius))/count
assert abs(overlaps/(2*COVERAGE)-1) < 0.1

N_coverage = integrate_densities(R1, R2, coverage_capture)[2]


def logarithmic_density(multiplier):
    """Density with capture by small clusters of radius one site length."""
    density = N_law
    for _ in range(100):
        small = screened_capture(np.sqrt(ISLAND_CAPTURE*density))
        density = (multiplier*5*(1+R2/R1)*COVERAGE*small**2
                   / (ISLAND_CAPTURE**4*R1*R2))**0.2
    return density, small


log_density, log_small_capture = logarithmic_density(1.0)
log_exponent = np.log(logarithmic_density(1.1)[0]
                      / logarithmic_density(1/1.1)[0])/(2*np.log(1.1))
assert 0.2 < log_exponent < 0.22

print("Exponents of N in F, D1, D2 from full integration, D1/F = 1e17:")
for name, ratio, e in regime_results:
    print(f"  {name}, D2/D1={ratio:.0e}: {e[0]:.4f}, {e[1]:.4f}, {e[2]:.4f}")
print(f"Temperature: {temperature:.0f} K; kT: {kT:.5f} eV")
print(f"Flux: {flux:.3f} ML/s; coverage: {COVERAGE:.3f} ML")
print(f"Site density: {site_density:.2e} cm^-2")
print(f"Diffusion prefactor: {diffusion_prefactor:.1e} cm^2/s")
print("Barriers adatom, dimer, trimer: "
      + ", ".join(f"{x:.2f}" for x in barriers)+" eV")
print(f"Small-cluster, island capture numbers: {SMALL_CAPTURE:.1f}, "
      f"{ISLAND_CAPTURE:.1f}")
print("D1, D2, D3: "+", ".join(f"{x:.3e}" for x in D_cm2)+" cm^2/s")
print(f"D1/F, D2/F in site units: {R1:.3e}, {R2:.3e}")
print(f"D2/D1: {R2/R1:.5f}; (F/D1)^(1/3): {R1**(-1/3):.3e}")
print(f"eta: {SMALL_CAPTURE**2/ISLAND_CAPTURE**4:.6f}")
print(f"F^2/(D1 D2): {1/(R1*R2):.3e}")
print(f"N one-fifth law: {N_law:.4e} per site")
print(f"N crossover equation: {N_cross:.4e} per site")
print(f"N full integration: {N:.4e} per site")
print(f"N full integration: {N*site_density:.3e} cm^-2")
print(f"Mean spacing N^(-1/2): {1e7/np.sqrt(N*site_density):.2f} nm")
print(f"Atoms per island: {atoms_in_islands/N:.1f}")
print(f"n1 full, formula: {n1:.4e}, {n1_formula:.4e} per site")
print(f"n2 full, formula: {n2:.4e}, {n2_formula:.4e} per site")
print(f"n1/N: {n1/N:.5f}; epsilon: {epsilon:.4f}")
print(f"Dimer-dimer / adatom-dimer nucleation: {pair_channel:.2e}")
print("Local exponents F, D1, D2, full: "
      + ", ".join(f"{x:.4f}" for x in local_found))
print("Local exponents F, D1, D2, formula: "
      + ", ".join(f"{x:.4f}" for x in local_formula))
print(f"Temperature slope, full: {slope:.4f} eV; limit: {slope_limit:.4f} eV")
print("D2/D1, N full, N crossover (per site), at the example D1/F:")
for ratio, direct, predicted in sweep:
    print(f"  {ratio:.0e}, {direct:.4e}, {predicted:.4e}")
print(f"Screened island capture, formula: {capture_now:.4f}")
print(f"Screened island capture, radial solution: {capture_numeric:.4f}")
print(f"Coverage-integral law test, full/formula: "
      f"{integral_ode/integral_law:.4f}")
print(f"Coverage-dependent capture, F exponent: {coverage_exponents[0]:.4f}")
print(f"Example N with coverage-dependent capture: {N_coverage:.4e} per site")
print(f"Its ratio to constant-capture N: {N_coverage/N:.3f}")
print(f"Logarithmic small capture number: {log_small_capture:.3f}")
print(f"N law with logarithmic small capture: {log_density:.4e} per site")
print(f"Its exponent in F^2/(D1 D2): {log_exponent:.4f}")
print(f"Trimer diffusion loss / growth by adatoms: {trimer_ratio:.4f}")
print(f"Assumed dimer binding: {dimer_binding:.2f} eV")
print(f"Dimer dissociation / island capture: {dissociation_ratio:.2e}")
print(f"Assumed desorption barrier: {desorption_barrier:.1f} eV")
print(f"Adatom desorption / island capture: {desorption_ratio:.1e}")
print(f"Fraction landing on islands at end: {atoms_in_islands:.4f}")
print(f"Overlapping disc pairs per island: {overlaps:.4f}; "
      f"estimate: {2*COVERAGE:.4f}")
print("checks complete")
```

Printed output:

```
Exponents of N in F, D1, D2 from full integration, D1/F = 1e17:
  slow dimers, D2/D1=1e-10: 0.3333, -0.3333, -0.0000
  window, D2/D1=1e-02: 0.3995, -0.2029, -0.1966
  fast dimers, D2/D1=1e+02: 0.3998, -0.3978, -0.0020
Temperature: 300 K; kT: 0.02585 eV
Flux: 0.010 ML/s; coverage: 0.050 ML
Site density: 1.50e+15 cm^-2
Diffusion prefactor: 1.0e-03 cm^2/s
Barriers adatom, dimer, trimer: 0.26, 0.37, 0.52 eV
Small-cluster, island capture numbers: 2.0, 4.0
D1, D2, D3: 4.287e-08, 6.085e-10, 1.838e-12 cm^2/s
D1/F, D2/F in site units: 6.431e+09, 9.128e+07
D2/D1: 0.01419; (F/D1)^(1/3): 5.377e-04
eta: 0.015625
F^2/(D1 D2): 1.704e-18
N one-fifth law: 9.2437e-05 per site
N crossover equation: 8.7699e-05 per site
N full integration: 8.7192e-05 per site
N full integration: 1.308e+11 cm^-2
Mean spacing N^(-1/2): 27.65 nm
Atoms per island: 573.4
n1 full, formula: 4.4341e-07, 4.4584e-07 per site
n2 full, formula: 6.7201e-08, 6.7904e-08 per site
n1/N: 0.00509; epsilon: 0.1827
Dimer-dimer / adatom-dimer nucleation: 2.12e-03
Local exponents F, D1, D2, full: 0.3883, -0.2200, -0.1683
Local exponents F, D1, D2, formula: 0.3897, -0.2206, -0.1691
Temperature slope, full: 0.1195 eV; limit: 0.1260 eV
D2/D1, N full, N crossover (per site), at the example D1/F:
  1e-06, 1.4229e-04, 1.4283e-04
  1e-04, 1.3956e-04, 1.4009e-04
  1e-02, 9.2395e-05, 9.2892e-05
  1e+00, 4.4111e-05, 4.4926e-05
Screened island capture, formula: 3.7823
Screened island capture, radial solution: 3.7823
Coverage-integral law test, full/formula: 0.9971
Coverage-dependent capture, F exponent: 0.3994
Example N with coverage-dependent capture: 1.1793e-04 per site
Its ratio to constant-capture N: 1.352
Logarithmic small capture number: 1.523
N law with logarithmic small capture: 8.2894e-05 per site
Its exponent in F^2/(D1 D2): 0.2101
Trimer diffusion loss / growth by adatoms: 0.0169
Assumed dimer binding: 0.50 eV
Dimer dissociation / island capture: 3.22e-03
Assumed desorption barrier: 5.0 eV
Adatom desorption / island capture: 2.7e-76
Fraction landing on islands at end: 0.0500
Overlapping disc pairs per island: 0.1022; estimate: 0.1000
checks complete
```
